# Scalar and Spin-Orbit Parts of the ZORA Operator, with Radial Equations

## 1. What symmetry allows

The ZORA Hamiltonian for an electron in a potential energy $V(\mathbf r)$ contains the kinetic operator

$$T=(\boldsymbol\sigma\cdot\mathbf p)\,K\,(\boldsymbol\sigma\cdot\mathbf p),\qquad K=\frac{c^2}{2c^2-V}.$$

Hartree atomic units are used, $\hbar=m=e=1$, so $\mathbf p=-i\nabla$. The Pauli matrices are $\boldsymbol\sigma$, and the spin is $\boldsymbol\sigma/2$.

A product of two Pauli matrices is a number plus a term linear in $\boldsymbol\sigma$. Hence $T$ is a spin-free operator plus $\boldsymbol\sigma\cdot\mathbf A$, where $\mathbf A$ contains two derivatives and one factor $K$. Because $T$ is unchanged when space, spin and potential are rotated together, $\mathbf A$ must be a vector. Because $T$ is also unchanged when space and potential are inverted together, and is even under time reversal, $\mathbf A$ must be axial and odd in time, as $\boldsymbol\sigma$ is.

An axial vector made from two derivatives is a cross product. If both derivatives act on the spinor, we get $\mathbf p\times\mathbf p=0$. If both act on $K$, we get $\nabla\times\nabla K=0$. One derivative must act on each, so $\mathbf A\propto\nabla K\times\mathbf p$. Since $K$ depends on position through $V$, this is $(dK/dV)\,\nabla V\times\mathbf p$. And since $K$ depends on $V/c^2$ alone, $dK/dV$ is $1/c^2$ times a function of $V/c^2$.

Symmetry thus fixes the form of the spin-orbit term. The algebra must supply its numerical factor and the spin-free part.

## 2. Where the operator comes from

Let $V$ be a local, spin-free function that vanishes at infinity, with no vector potential. Measure $E$ from the rest energy. The Dirac equation for the upper and lower two-component functions $\phi$ and $\chi$ is

$$V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=E\chi.$$

The second equation gives $\chi=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$. Inserting this in the first gives

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V)\phi. \tag{1}$$

No approximation has been made yet. Now write

$$\frac{c^2}{2c^2+E-V}=\frac{c^2}{2c^2-V}\left[1+\frac{E}{2c^2-V}\right]^{-1}$$

and replace the bracket by 1. The result is the ZORA equation,

$$\left[V+(\boldsymbol\sigma\cdot\mathbf p)K(\boldsymbol\sigma\cdot\mathbf p)\right]\phi=E\phi. \tag{2}$$

The neglected quantity is $E/(2c^2-V)$. Near a nucleus $-V$ is large and the quantity is small, even where $|V|$ is not small compared with $2c^2$. An expansion in $V/2c^2$ would fail there. We require $2c^2-V$ to stay above some positive number, so that $K$ is finite. Attractive potentials satisfy this.

## 3. The split

Use $\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k$, with repeated indices summed. The Pauli matrices commute with $K$ and $\mathbf p$, so

$$T=\sigma_i\sigma_j\,p_iKp_j=p_iKp_i+i\varepsilon_{ijk}\sigma_k\,p_iKp_j.$$

The product rule gives $p_iK=Kp_i-i(\partial_iK)$, where the derivative in parentheses acts on $K$ alone. The second term becomes

$$i\varepsilon_{ijk}\sigma_k\,Kp_ip_j+\varepsilon_{ijk}\sigma_k(\partial_iK)p_j.$$

The factor in the last piece is $i\times(-i)=1$. The first piece vanishes, because $p_ip_j$ is symmetric in $i,j$ and $\varepsilon_{ijk}$ is antisymmetric. The last piece is $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$. The chain rule gives

$$\nabla K=\frac{c^2}{(2c^2-V)^2}\nabla V,$$

with a plus sign, since the derivative of $-V$ cancels the minus sign from the power $-1$. Therefore

$$\boxed{T=\mathbf p\cdot\frac{c^2}{2c^2-V}\,\mathbf p+\frac{c^2}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)} \tag{3}$$

This is an identity. The approximation lies in equation (2), and the split adds none.

In the scalar part the left-hand $\mathbf p$ acts on $K$ as well as on the function to its right:

$$\mathbf p\cdot K\mathbf p=-K\nabla^2-(\nabla K)\cdot\nabla.$$

Each part is Hermitian by itself. For the scalar part, reversing the order of $p_iKp_i$ reproduces it. For the spin-orbit part, the adjoint is

$$\varepsilon_{ijk}\sigma_kp_j(\partial_iK)=\varepsilon_{ijk}\sigma_k\left[(\partial_iK)p_j-i(\partial_j\partial_iK)\right],$$

and the second derivative drops out by antisymmetry. Omitting the spin-orbit part therefore leaves a proper Hamiltonian, the scalar-relativistic one.

**Weak potential.** For $|V|\ll2c^2$ the spin-orbit prefactor tends to $1/4c^2$. With $\mathbf s=\boldsymbol\sigma/2$ the term becomes $\mathbf s\cdot(\nabla V\times\mathbf p)/2c^2$, the Pauli spin-orbit operator. As $c\to\infty$, $K\to\tfrac12$ and $T\to p^2/2$.

**Where the split fails.** If $V$ contains spin matrices, they need not commute with $\boldsymbol\sigma$. If it contains a nonlocal exchange operator, $K$ is not a function of position and the chain rule is lost. Equation (3) then does not apply as written.

## 4. Central potentials

Let $V=V(r)$ and let a prime denote $d/dr$. Then $\nabla V=V'\mathbf r/r$, and

$$\nabla V\times\mathbf p=\frac{V'}{r}\,\mathbf r\times\mathbf p=\frac{V'}{r}\mathbf L.$$

The spin-orbit operator is

$$\frac{K'}{r}\,\boldsymbol\sigma\cdot\mathbf L,\qquad K'=\frac{c^2V'}{(2c^2-V)^2}. \tag{4}$$

From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ and $\boldsymbol\sigma^2=3$ we have $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34$. In a state of given $l$ and $j$,

$$\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34.$$

- For $j=l+\tfrac12$: $(l^2+2l+\tfrac34)-(l^2+l)-\tfrac34=l$.
- For $j=l-\tfrac12$: $(l^2-\tfrac14)-(l^2+l)-\tfrac34=-(l+1)$.

Define $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Both cases are then covered by

$$\boldsymbol\sigma\cdot\mathbf L=-(1+\kappa),\qquad l(l+1)=\kappa(\kappa+1).$$

For an attractive potential rising towards zero, $V'>0$ and hence $K'>0$. The level with $j=l-\tfrac12$ is then pushed down and that with $j=l+\tfrac12$ up.

## 5. The radial equations

Write the spatial function as $R(r)$ times an angular function of definite $l$. The scalar operator gives

$$-\nabla\cdot(K\nabla)\;\to\;-\frac1{r^2}(r^2KR')'+\frac{l(l+1)}{r^2}KR.$$

Put $R=P/r$, so that $\int_0^\infty P^2dr=1$ is the normalization. Then $R'=P'/r-P/r^2$ and $r^2KR'=K(rP'-P)$. Differentiating,

$$\begin{aligned}
(r^2KR')'&=K'(rP'-P)+K(P'+rP''-P')\\
&=r(K'P'+KP'')-K'P\\
&=r(KP')'-K'P.
\end{aligned}$$

To obtain an equation for $P$, multiply the whole equation by $r$. The derivative term is then $-(1/r)$ times this expression, which is $-(KP')'+K'P/r$. The **scalar-relativistic radial equation** is

$$\boxed{-(KP')'+\left[\frac{l(l+1)}{r^2}K+\frac{K'}r\right]P+VP=EP} \tag{5}$$

The term $K'P/r$ is not spin-orbit coupling. It comes from the position dependence of $K$ together with the substitution $R=P/r$, and it is present for $s$ states.

Adding the spin-orbit term $-(1+\kappa)K'P/r$ changes the coefficient of $K'P/r$ from $1$ to $1-(1+\kappa)=-\kappa$. The **full radial equation** is

$$\boxed{-(KP')'+\left[\frac{\kappa(\kappa+1)}{r^2}K-\frac{\kappa K'}r\right]P+VP=EP} \tag{6}$$

For $s$ states $\kappa=-1$, and (6) coincides with (5), as it must when $\mathbf L$ gives zero.

### A pair of first-order equations

The kinetic part of (6) factorizes. Expanding the product,

$$\begin{aligned}
\left(-\frac d{dr}+\frac\kappa r\right)K\left(P'+\frac\kappa rP\right)
={}&-(KP')'-\frac{\kappa K'}rP-\frac{\kappa K}rP'+\frac{\kappa K}{r^2}P\\
&+\frac{\kappa K}rP'+\frac{\kappa^2K}{r^2}P.
\end{aligned}$$

The terms in $KP'/r$ cancel, and the rest is the kinetic part of (6). Define $Q$ by $cQ=K(P'+\kappa P/r)$. Since $c/K=(2c^2-V)/c$, equation (6) is equivalent to

$$P'+\frac\kappa rP=\frac{2c^2-V}{c}\,Q,\qquad Q'-\frac\kappa rQ=\frac{V-E}{c}\,P. \tag{7}$$

This form needs no derivative of $V$. Repeating the calculation from (1) replaces $2c^2-V$ in the first equation by $2c^2+E-V$. That is the one change needed to recover the radial Dirac pair.

## 6. Behaviour at a point nucleus

For $V=-Z/r$,

$$K=\frac{c^2r}{2c^2r+Z},\qquad \frac{K'}r=\frac{c^2Z}{r(2c^2r+Z)^2}. \tag{8}$$

The length $Z/2c^2$ separates two regions. Well outside it, $K'/r\approx Z/(4c^2r^3)$, the weak-potential form. Well inside it, $K\approx c^2r/Z$ and $K'/r\approx c^2/(Zr)$. The strong $1/r^3$ singularity is thus reduced to $1/r$.

Insert $P=r^\gamma$ in (6) and keep the leading power $r^{\gamma-1}$. The energy term is of order $r^\gamma$ and drops out. With $K=c^2r/Z$,

$$\frac{c^2}Z\left[-\gamma^2+\kappa(\kappa+1)-\kappa\right]-Z=0
\quad\Rightarrow\quad\gamma^2=\kappa^2-\frac{Z^2}{c^2}.$$

In the scalar equation the bracket is $-\gamma^2+l(l+1)+1$, so

$$\gamma^2=1+l(l+1)-\frac{Z^2}{c^2}.$$

The positive root is the regular solution. For $|\kappa|=1$ it is real and nonzero if $Z<c$.

The scalar $p$ orbital and the $p_{1/2}$ orbital therefore have different powers at the nucleus. For $p_{1/2}$ we have $\gamma<1$, and the weak-potential form would give an integrand $P^2/r^3\sim r^{2\gamma-3}$ with an exponent below $-1$. Its expectation value diverges. With the ZORA factor the integrand behaves as $r^{2\gamma-1}$ and the integral converges.

## 7. Spin-orbit coupling as a perturbation

At fixed $l$ the two values of $j$ differ from the scalar problem by $a\,K'/r$, with $a=l$ or $a=-(l+1)$. Let $E_s$ be a scalar level and let angle brackets denote an average over its orbital. Perturbation theory in $a$ gives

$$E(a)=E_s+a\left\langle\frac{K'}r\right\rangle+a^2e_2+\dots \tag{9}$$

where $e_2$ is the same for both $j$. For the lowest level of given $l$, $e_2$ is negative, since second-order mixing with higher states lowers the energy.

The first-order splitting is the difference of the two values of $a$, namely $2l+1$, times $\langle K'/r\rangle$. The mean over all states weights each level by $2j+1$, that is by $2l+2$ and $2l$. The linear terms cancel:

$$(2l+2)l-2l(l+1)=0.$$

The quadratic terms do not. Their weighted mean is

$$\frac{(2l+2)l^2+2l(l+1)^2}{4l+2}\,e_2=\frac{2l(l+1)(2l+1)}{2(2l+1)}\,e_2=l(l+1)e_2. \tag{10}$$

A scalar level is therefore the mean of its spin-orbit partners to first order, but not beyond. The splitting through second order is

$$(2l+1)\left\langle\frac{K'}r\right\rangle+\left[l^2-(l+1)^2\right]e_2=(2l+1)\left[\left\langle\frac{K'}r\right\rangle-e_2\right]. \tag{11}$$

For the lowest level, with $e_2<0$, the second-order term enlarges the splitting.

## 8. The Coulomb problem: error and choice of zero

For $V=-Z/r$ the ZORA and Dirac energies are linked by a change of length scale. Let $E_D$ be a bound Dirac energy and set

$$s=\frac{2c^2}{2c^2+E_D},\qquad \mathbf r=s\mathbf r',\qquad \mathbf p=\mathbf p'/s.$$

The denominator in (1) becomes

$$2c^2+E_D+\frac Zr=\frac{2c^2}s+\frac Z{sr'}=\frac1s\left(2c^2+\frac Z{r'}\right).$$

The two momenta contribute $1/s^2$ and the inverted denominator contributes $s$. Equation (1) is now

$$\frac1s\,\boldsymbol\sigma\cdot\mathbf p'\,K(r')\,\boldsymbol\sigma\cdot\mathbf p'\,\phi=\left(E_D+\frac Z{sr'}\right)\phi.$$

Multiplication by $s$ gives the ZORA equation with eigenvalue $sE_D$:

$$E_{\rm ZORA}=\frac{2c^2E_D}{2c^2+E_D}. \tag{12}$$

Since $E_D<0$, ZORA binds too strongly here. To leading order the error is $-E_D^2/2c^2$, of order $1/c^2$ like the relativistic correction itself. It is largest for deep levels.

Now add a constant $\Delta<2c^2$ to $V$. A correct theory would shift every energy by $\Delta$. In ZORA the denominator is $2c^2-\Delta+Z/r$. Choose $s=2c^2/(2c^2-\Delta)$ and rescale as before. The equation becomes

$$\frac1s\,\boldsymbol\sigma\cdot\mathbf p'\,K(r')\,\boldsymbol\sigma\cdot\mathbf p'\,\phi=\left(E-\Delta+\frac Z{sr'}\right)\phi,$$

where $K$ is the unshifted function. Thus $s(E-\Delta)=E(0)$, or

$$E(\Delta)=\Delta+E(0)\left(1-\frac\Delta{2c^2}\right). \tag{13}$$

The extra term $-E(0)\Delta/2c^2$ is an artefact. It arises because $V$ appears in $K$ without the compensating $E$ that equation (1) contains. The zero of $V$ must therefore be stated, and is here at infinity.

## 9. Worked example: one electron at $Z=80$

Take a one-electron ion with a point nucleus of charge $Z=80$. Finite nuclear size, recoil and radiative corrections are left out. The radial equations (5) and (6) were solved numerically, and the solutions of (6) were checked against (12).

**Factors at one radius.** At $r=0.01$ bohr, $V=-8000$ hartree, while $2c^2=37557.73$ hartree. Hence

$$K=\frac{37557.73/2}{37557.73+8000}=0.4122,$$

compared with $0.5$ without relativity. The weak-potential factor $V'/(4c^2r)$ is $1065.0$ hartree. The ZORA factor is smaller by

$$\left(\frac{2c^2}{2c^2-V}\right)^2=\left(\frac{37557.73}{45557.73}\right)^2=0.6796,$$

which gives $K'/r=723.8$ hartree. The crossover length of Section 6 is $Z/2c^2=80/37557.73=0.0021$ bohr.

**Energies**, in hartree:

| Level | ZORA | Dirac |
|---|---:|---:|
| $1s_{1/2}$ | −3898.87 | −3532.19 |
| $2p_{1/2}$ | −927.19 | −904.85 |
| $2p_{3/2}$ | −836.01 | −817.81 |
| $2p$ scalar | −860.10 | – |

For $1s$, equation (12) gives the factor $37557.73/(37557.73-3532.19)=1.1038$. ZORA overbinds this level by about 10% of the Dirac energy. For the two $2p$ levels the excess is 2.5% and 2.2%.

**Exponents at the nucleus.** The formulas of Section 6 give $\gamma=0.812$ for $1s_{1/2}$ and $2p_{1/2}$, $1.913$ for $2p_{3/2}$, and $1.631$ for the scalar $2p$. The solved orbitals, examined at a small finite radius, agree to within $0.001$.

**First-order splitting.** The scalar $2p$ orbital gives $\langle K'/r\rangle=26.254$ hartree. With $2l+1=3$ the splitting is $3\times26.254=78.76$ hartree. The weak-potential factor in the same orbital would give $3\times36.795=110.39$ hartree, 40% more than the ZORA factor.

**Full splitting.** The energies in the table give $927.19-836.01=91.17$ hartree from unrounded values, or 2481 eV. This exceeds the first-order result by $12.41$ hartree. Equation (11) gives the sign of this excess and part of its size. The weighted mean of the full levels is

$$\frac{2(-927.19)+4(-836.01)}6=-866.40\ \text{hartree},$$

which lies $6.30$ hartree below the scalar level. If (10) is applied to this shift with $l=1$, then $e_2\approx-3$ hartree, and the second-order increase of the splitting would be about $9$ hartree. This is a rough estimate, because higher orders are not small at full strength. Equation (9), cut at second order and applied to each level alone, gives $e_2\approx-836.01+860.10-26.25\approx-2.2$ hartree from $2p_{3/2}$ ($a=1$) and $e_2\approx(-927.19+860.10+52.51)/4\approx-3.6$ hartree from $2p_{1/2}$ ($a=-2$). The quadratic law itself can be tested at weak coupling. Going from 1% to 2% of the full strength multiplies the mean shift by $4.006$, close to the factor 4 of a quadratic term. With a cubic term $a^3e_3$ in (9), whose weighted mean is $[2(-8)+4]e_3/6=-2e_3$, the mean shift at strength $h$ is $2e_2h^2-2e_3h^3$ and the ratio is about $4(1-he_3/e_2)$. The unrounded value $4.0058$ at $h=0.01$ gives $-e_3/e_2\approx0.14$. The cubic term therefore deepens the mean shift at full strength, and the estimate above overstates $|e_2|$. Keeping the cubic term for $2p_{3/2}$, where $e_2+e_3\approx-2.2$ hartree, gives $e_2\approx-2.5$ hartree. The second-order increase of the splitting is then between 7 and 8 hartree, and higher orders supply the rest of the $12.41$ hartree.

**Comparison with Dirac.** The Dirac splitting is $87.04$ hartree, or 2368.5 eV. Subtracting (12) for two levels with Dirac energies $E_1$ and $E_2$ gives

$$\Delta E_{\rm ZORA}=\frac{E_1-E_2}{(1+E_1/2c^2)(1+E_2/2c^2)}.$$

The denominator is $(1-0.02409)(1-0.02177)=0.9547$, so the ZORA splitting is $87.04/0.9547=91.17$ hartree. It is 4.7% larger than the Dirac value. The first-order result, $78.76$ hartree, is 9.5% smaller than the Dirac value. These two errors have different origins: the first is that of ZORA itself, the second also includes the perturbative treatment of spin-orbit coupling.

**Constant shift.** Adding $\Delta=10$ hartree to $V$ changes the $1s$ energy by

$$10\left(1+\frac{3898.87}{37557.73}\right)=11.038\ \text{hartree},$$

in agreement with the numerical solution. The excess of $1.038$ hartree is the artefact in (13).

**Weak-field limit.** For small $Z/c$ the $2p$ orbital tends to $P\propto r^2e^{-Zr/2}$, so

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24}.$$

The splitting becomes $3\,(Z/4c^2)(Z^3/24)=Z^4/32c^2$. At $Z=1$ this is $1.66410\times10^{-6}$ hartree, and the numerical ZORA splitting is $1.66417\times10^{-6}$ hartree. They differ by about 4 parts in $10^5$.

## Calculated quantities

```
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
2c^2 = 37557.730 hartree
sample radius = 0.01 bohr
V at sample radius = -8000.0 hartree
K at sample radius = 0.412199 (dimensionless)
K'/r at sample radius = 723.8277 hartree
V'/(4c^2 r) at sample radius = 1065.0271 hartree
ratio of these two factors = 0.67963
1s1/2 ZORA energy = -3898.8691 hartree
1s1/2 Dirac energy = -3532.1921 hartree
2p1/2 ZORA energy = -927.1857 hartree
2p1/2 Dirac energy = -904.8478 hartree
2p3/2 ZORA energy = -836.0114 hartree
2p3/2 Dirac energy = -817.8075 hartree
2p scalar ZORA energy = -860.1044 hartree
2p weighted mean ZORA energy = -866.4028 hartree
mean minus scalar = -6.2984 hartree
mean-shift ratio, doubled coupling = 4.0058
<K'/r> in scalar 2p = 26.2537 hartree
<V'/(4c^2 r)> in scalar 2p = 36.7954 hartree
2p splitting, first order = 78.7610 hartree
2p splitting, weak form = 110.3863 hartree
2p splitting, full ZORA = 91.1743 hartree
2p splitting, full ZORA = 2481.0 eV
2p splitting, Dirac = 87.0403 hartree
2p splitting, Dirac = 2368.5 eV
1s1/2 exponent: solved 0.8118, formula 0.8119
2p1/2 exponent: solved 0.8122, formula 0.8119
2p3/2 exponent: solved 1.9129, formula 1.9129
scalar 2p exponent: solved 1.6307, formula 1.6307
Z=1 2p splitting, ZORA = 1.664174e-06 hartree
Z=1 2p splitting, Z^4/(32c^2) = 1.664105e-06 hartree
constant added to V = 10.0 hartree
resulting 1s ZORA change = 11.0381 hartree
largest radial-reduction error = 5.6e-17 a.u.
```
